**Barrett moment and equivalent radius from a muonic 2p3/2–1s1/2 transition**

To first order in the nuclear charge density, and up to a fit residual, the transition energy obeys $\delta E_{\rm tr}=ZB\,\delta M$ with $M=\langle r^ke^{-ar}\rangle$. Here $Z$ is the nuclear charge number, and $B$, $k$ and $a$ come from fitting $A+Br^ke^{-ar}$ to the difference $W$ of the potentials generated by the muon in the two states. The equivalent radius $R_k$ is that of a uniform sphere with the same moment $M$. The program asserts that the spline energies agree with independent shooting, that the linear response agrees with finite differences of Dirac eigenvalues, and that the fit error respects its residual bound. It also asserts the mixed-density identity, the quadratic size of the remainder and the sensitivity formula for $R_k$. For four model nuclei with $Z=80$ and equal transition energy, the output shows a spread of 0.033 fm in the rms radius and 0.00009 fm in $R_k$; the program requires the second to be less than a quarter of the first. A model with $Z=20$ gives a single-power exponent closer to 2, the value for the mean-square radius, and this too is asserted.

## Verification by program

```python
# Result under test: for a muonic 2p3/2-1s1/2 transition energy E_tr,
#   dE_tr = Z * B * dM,   M = <r^k exp(-a r)> over the nuclear charge,
# to first order in the nuclear density and up to the error of the fit
#   W(r) = phi_2p(r) - phi_1s(r) ~ A + B r^k exp(-a r).
# phi_n: energy of a unit positive charge in the field of the muon density.
# R_k: radius of the uniform sphere having the same moment M.
# G, F: large and small radial Dirac components; energies exclude rest energy.
# Nuclear arrays hold 4 pi r^2 rho(r), with unit integral. Units: MeV, fm.
import math
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, least_squares
from scipy.special import expit

alpha = constants.alpha
hc = constants.hbar * constants.c / constants.e * 1e9
mass = constants.physical_constants["muon mass energy equivalent in MeV"][0]

# Panelwise Gauss-Legendre grid with a matrix for running integrals
edges = np.concatenate([np.arange(0.0, 16.0), np.geomspace(16.0, 300.0, 25)])
nodes = 16
x_leg, w_leg = leggauss(nodes)
half = np.diff(edges) / 2
r = ((edges[:-1] + half)[:, None] + half[:, None] * x_leg).ravel()
wt = (half[:, None] * w_leg).ravel()
legendre = legvander(x_leg, nodes)
primitive = np.empty((nodes, nodes))
primitive[:, 0] = x_leg + 1
for n in range(1, nodes):
    primitive[:, n] = (legendre[:, n + 1] - legendre[:, n - 1]) / (2 * n + 1)
running_matrix = primitive @ np.linalg.inv(legendre[:, :nodes])


def running(values):
    panels = values.reshape(-1, nodes)
    totals = (panels @ w_leg) * half
    start = np.concatenate([[0.0], np.cumsum(totals)[:-1]])
    return ((panels @ running_matrix.T) * half[:, None] + start[:, None]).ravel()


def coulomb(radial):
    """Attractive potential energy of a unit charge in a radial density."""
    outer = wt @ (radial / r) - running(radial / r)
    return -alpha * hc * (running(radial) / r + outer)


def nucleus(c, z, w=0.0):
    density = r**2 * (1 + w * (r / c)**2) * expit((c - r) / z)
    return density / (wt @ density)


# Kinetically balanced splines for states with j = l + 1/2
degree = 7
knots = np.concatenate([[edges[0]] * degree, edges, [edges[-1]] * degree])
count = len(knots) - degree - 1
splines = BSpline(knots, np.eye(count), degree)
spline_values, spline_slopes = splines(r), splines.derivative()(r)
basis = {}
for l in (0, 1):
    large = spline_values[:, l + 1:-1]
    small = spline_slopes[:, l + 1:-1] - (l + 1) * large / r[:, None]
    basis[l] = (large, small)


def muon(nuc, Z, l):
    """Lowest bound state: energy, G, F."""
    g, f = basis[l]
    V = Z * coulomb(nuc)
    s_g, s_f = g.T @ (wt[:, None] * g), f.T @ (wt[:, None] * f)
    v_g = g.T @ ((wt * V)[:, None] * g)
    v_f = f.T @ ((wt * V)[:, None] * f)
    zero = np.zeros_like(s_g)
    H = np.block([[v_g, hc * s_f], [hc * s_f, v_f - 2 * mass * s_f]])
    S = np.block([[s_g, zero], [zero, s_f]])
    energy, vectors = eigh((H + H.T) / 2, (S + S.T) / 2)
    i = np.where(energy > -mass)[0][0]
    size = g.shape[1]
    return energy[i], g @ vectors[:size, i], f @ vectors[size:, i]


def transition(nuc, Z):
    return muon(nuc, Z, 1)[0] - muon(nuc, Z, 0)[0]


def difference_potential(nuc, Z):
    phi = []
    for l in (0, 1):
        _, G, F = muon(nuc, Z, l)
        phi.append(coulomb(G**2 + F**2))
    return phi[1] - phi[0]


def shooting_energy(c, z, Z, l, guess):
    """Independent solution: nuclear field and muon integrated together."""
    kappa, strength = -(l + 1), Z * alpha * hc
    norm = quad(lambda s: s * s * expit((c - s) / z), 0, 40, epsabs=1e-11)[0]
    first = quad(lambda s: s * expit((c - s) / z), 0, 40, epsabs=1e-11)[0]
    V0 = -strength * first / norm
    start, match, end = 1e-3, 8.0, 90.0

    def slope(s, y, e):
        G, F, V, q = y
        return [-kappa * G / s + (e + 2 * mass - V) * F / hc,
                kappa * F / s - (e - V) * G / hc,
                strength * q / s**2,
                s * s / (1 + math.exp((s - c) / z)) / norm]

    def mismatch(e):
        out = [1.0, -(e - V0) * start / ((2 * l + 3) * hc), V0,
               start**3 / (3 * norm)]
        decay = math.sqrt(-e * (e + 2 * mass))
        inn = [1.0, -decay / (e + 2 * mass), -strength / end, 1.0]
        ratio = []
        for s0, y0 in ((start, out), (end, inn)):
            y = solve_ivp(slope, (s0, match), y0, args=(e,), method="DOP853",
                          rtol=1e-10, atol=1e-12).y[:, -1]
            ratio.append(y[1] / y[0])
        return ratio[0] - ratio[1]

    return brentq(mismatch, guess - 1e-3, guess + 1e-3, xtol=1e-9)


def barrett_fit(W, nuc, fixed_a=None):
    """Charge-weighted fit; returns k, a, A, B, rms residual."""
    inside = r < 16
    x, target = r[inside], W[inside]
    p = (wt * nuc)[inside]
    p = p / p.sum()
    dw = target - p @ target
    scale = math.sqrt(p @ dw**2)

    def linear(k, a):
        shape = x**k * np.exp(-a * x)
        ds = shape - p @ shape
        B = (p @ (ds * dw)) / (p @ ds**2)
        return p @ target - B * (p @ shape), B, dw - B * ds

    def parameters(q):
        return (q[0], q[1]) if fixed_a is None else (q[0], fixed_a)

    guess = [2.1, 0.1] if fixed_a is None else [1.8]
    fit = least_squares(lambda q: np.sqrt(p) * linear(*parameters(q))[2] / scale,
                        guess, xtol=1e-12, ftol=1e-12, gtol=1e-12)
    k, a = parameters(fit.x)
    A, B, residual = linear(k, a)
    return k, a, A, B, math.sqrt(p @ residual**2)


def moment(nuc, k, a):
    return wt @ (nuc * r**k * np.exp(-a * r))


def sphere_moment(R, k, a):
    integral = quad(lambda s: s**(k + 2) * math.exp(-a * s), 0, R,
                    epsabs=1e-11, epsrel=1e-11)[0]
    return 3 * integral / R**3


def equivalent_radius(M, k, a):
    return brentq(lambda R: sphere_moment(R, k, a) - M, 2.0, 10.0, xtol=1e-11)


Z, c0, z0 = 80, 6.6, 0.52
nuc0 = nucleus(c0, z0)
E1s, G1s, F1s = muon(nuc0, Z, 0)
E2p, G2p, F2p = muon(nuc0, Z, 1)
E_tr = E2p - E1s
shoot1s = shooting_energy(c0, z0, Z, 0, E1s)
shoot2p = shooting_energy(c0, z0, Z, 1, E2p)
assert abs(shoot1s - E1s) < 2e-6 and abs(shoot2p - E2p) < 2e-6

# Quadratic start of the potential of the 1s muon
P1s = G1s**2 + F1s**2
phi1s = coulomb(P1s)
phi_origin = -alpha * hc * (wt @ (P1s / r))
near = np.argmin(abs(r - 0.2))
quadratic = alpha * hc * P1s[0] / r[0]**2 * r[near]**2 / 6
assert abs((phi1s[near] - phi_origin) / quadratic - 1) < 0.02

W = difference_potential(nuc0, Z)
k, a, A, B, rms_residual = barrett_fit(W, nuc0)
assert a > 0 and B < 0
fit_curve = A + B * r**k * np.exp(-a * r)
M0 = moment(nuc0, k, a)
R0 = equivalent_radius(M0, k, a)
edge_value = R0**k * math.exp(-a * R0)
assert edge_value > M0
sensitivity = R0 / (3 * Z * B * (edge_value - M0))

# Linear response against finite differences of Dirac eigenvalues
for changed in (nucleus(c0 + 0.05, z0), nucleus(c0, z0 + 0.05)):
    delta = changed - nuc0
    slope_fd = (transition(nuc0 + 0.1 * delta, Z)
                - transition(nuc0 - 0.1 * delta, Z)) / 0.2
    slope_phi = Z * (wt @ (delta * W))
    slope_barrett = Z * B * moment(delta, k, a)
    bound = Z * (wt @ (abs(delta) * abs(W - fit_curve)))
    assert abs(slope_phi / slope_fd - 1) < 1e-4
    assert abs(slope_barrett - slope_fd) <= bound + 1e-4 * abs(slope_fd)
    assert abs(slope_barrett / slope_fd - 1) < 1e-2

# Finite radius change, standing for an isotope shift
step = 0.05
nuc1 = nucleus(c0 + step, z0)
delta = nuc1 - nuc0
full_shift = transition(nuc1, Z) - E_tr
linear_shift = Z * (wt @ (delta * W))
barrett_shift = Z * B * moment(delta, k, a)
half_shift = transition(nuc0 + delta / 2, Z) - E_tr
remainder_ratio = ((full_shift - linear_shift)
                   / (half_shift - linear_shift / 2))
assert abs(remainder_ratio - 4) < 0.3
R1 = equivalent_radius(moment(nuc1, k, a), k, a)

E1, G1, F1 = muon(nuc1, Z, 0)
mixed = G1 * G1s + F1 * F1s
identity = Z * (wt @ (delta * coulomb(mixed))) / (wt @ mixed)
assert abs(identity / (E1 - E1s) - 1) < 1e-5

plus, minus = nucleus(c0 + 0.02, z0), nucleus(c0 - 0.02, z0)
R_plus = equivalent_radius(moment(plus, k, a), k, a)
R_minus = equivalent_radius(moment(minus, k, a), k, a)
sensitivity_fd = (R_plus - R_minus) / (transition(plus, Z) - transition(minus, Z))
assert abs(sensitivity_fd / sensitivity - 1) < 1e-2

# Different nuclear shapes retuned to one and the same transition energy
k_plain, _, _, _, rms_plain = barrett_fit(W, nuc0, fixed_a=0.0)
shapes = [("reference", z0, 0.0), ("thin surface", 0.45, 0.0),
          ("thick surface", 0.60, 0.0), ("central depression", z0, 0.1)]
rows = []
for name, z, w in shapes:
    c = brentq(lambda s: transition(nucleus(s, z, w), Z) - E_tr, 5.5, 7.5,
               xtol=1e-9)
    nuc = nucleus(c, z, w)
    rows.append((name, z, w, c, math.sqrt(wt @ (nuc * r**2)),
                 equivalent_radius(moment(nuc, k, a), k, a),
                 equivalent_radius(moment(nuc, k_plain, 0.0), k_plain, 0.0)))
spread_rms, spread_R, spread_plain = (np.ptp([row[i] for row in rows])
                                      for i in (4, 5, 6))
assert spread_R < 0.25 * spread_rms

# A lighter nucleus must lie closer to the mean-square radius, k = 2 at a = 0
Z_light, c_light = 20, 3.6
light = nucleus(c_light, z0)
k_light = barrett_fit(difference_potential(light, Z_light), light, 0.0)[0]
assert abs(k_light - 2) < abs(k_plain - 2)

print(f"Muon rest energy: {mass:.5f} MeV; hbar c: {hc:.5f} MeV fm")
print(f"Model: Z = {Z}, half-density radius {c0} fm, diffuseness {z0} fm")
print(f"1s1/2 energy, splines: {E1s:.6f} MeV; shooting: {shoot1s:.6f} MeV")
print(f"2p3/2 energy, splines: {E2p:.6f} MeV; shooting: {shoot2p:.6f} MeV")
print(f"Transition energy: {E_tr:.6f} MeV")
print(f"Fitted k: {k:.4f} (no unit)")
print(f"Fitted a: {a:.4f} fm^-1")
print(f"Fitted A: {A:.6f} MeV")
print(f"Fitted B: {B:.6e} MeV fm^-k")
print(f"Charge-weighted rms fit residual: {rms_residual * 1e6:.3f} eV")
W_at, fit_at = CubicSpline(r, W), CubicSpline(r, fit_curve)
for radius in (1, 2, 4, 6, 8, 10):
    print(f"r = {radius} fm: W = {W_at(radius) * 1e3:.4f} keV, "
          f"fit = {fit_at(radius) * 1e3:.4f} keV")
print(f"Barrett moment M: {M0:.5f} fm^k")
print(f"Equivalent radius R_k: {R0:.5f} fm")
print(f"m(R_k) at the sphere edge: {edge_value:.5f} fm^k")
print(f"dR_k/dE_tr, formula: {sensitivity:.6f} fm/MeV")
print(f"dR_k/dE_tr, finite difference: {sensitivity_fd:.6f} fm/MeV")
print(f"R_k change for 0.1 keV in E_tr: {abs(sensitivity) * 1e-4:.3e} fm")
print(f"Isotope model: half-density radius increased by {step} fm")
print(f"Full Dirac shift of E_tr: {full_shift * 1e3:.4f} keV")
print(f"First-order shift with W: {linear_shift * 1e3:.4f} keV")
print(f"Barrett shift Z B dM: {barrett_shift * 1e3:.4f} keV")
print(f"Remainder ratio, full to half change: {remainder_ratio:.3f} (no unit)")
print(f"Direct change of R_k: {R1 - R0:.6f} fm")
print(f"Change of R_k from full shift: {sensitivity * full_shift:.6f} fm")
print(f"Fit with a = 0: k = {k_plain:.4f}, rms residual {rms_plain * 1e6:.3f} eV")
print("Shapes with equal E_tr (z: diffuseness, w: depression, c: radius)")
for name, z, w, c, rms, R, R_plain in rows:
    print(f"{name}: z = {z:.2f} fm, w = {w:.1f}, c = {c:.5f} fm")
    print(f"  rms {rms:.5f} fm, R_k {R:.5f} fm, R_k(a=0) {R_plain:.5f} fm")
print(f"Spread of rms radius: {spread_rms:.6f} fm")
print(f"Spread of R_k: {spread_R:.6f} fm")
print(f"Spread of R_k from the a = 0 fit: {spread_plain:.6f} fm")
print(f"Light model: Z = {Z_light}, c = {c_light} fm, z = {z0} fm")
print(f"Light model, k at a = 0: {k_light:.4f} (no unit)")
print("tests ok")
```

Running it gives:

```
Muon rest energy: 105.65838 MeV; hbar c: 197.32698 MeV fm
Model: Z = 80, half-density radius 6.6 fm, diffuseness 0.52 fm
1s1/2 energy, splines: -10.181095 MeV; shooting: -10.181095 MeV
2p3/2 energy, splines: -4.392823 MeV; shooting: -4.392823 MeV
Transition energy: 5.788272 MeV
Fitted k: 2.3452 (no unit)
Fitted a: 0.1517 fm^-1
Fitted A: 0.126411 MeV
Fitted B: -1.827492e-03 MeV fm^-k
Charge-weighted rms fit residual: 24.974 eV
r = 1 fm: W = 124.9275 keV, fit = 124.8405 keV
r = 2 fm: W = 119.5112 keV, fit = 119.5553 keV
r = 4 fm: W = 100.7150 keV, fit = 100.6947 keV
r = 6 fm: W = 77.2622 keV, fit = 77.2773 keV
r = 8 fm: W = 55.2322 keV, fit = 55.1929 keV
r = 10 fm: W = 37.5839 keV, fit = 37.6810 keV
Barrett moment M: 22.16912 fm^k
Equivalent radius R_k: 6.98438 fm
m(R_k) at the sphere edge: 33.06600 fm^k
dR_k/dE_tr, formula: -1.461366 fm/MeV
dR_k/dE_tr, finite difference: -1.461502 fm/MeV
R_k change for 0.1 keV in E_tr: 1.461e-04 fm
Isotope model: half-density radius increased by 0.05 fm
Full Dirac shift of E_tr: -31.7250 keV
First-order shift with W: -31.8482 keV
Barrett shift Z B dM: -31.8518 keV
Remainder ratio, full to half change: 3.998 (no unit)
Direct change of R_k: 0.046563 fm
Change of R_k from full shift: 0.046362 fm
Fit with a = 0: k = 1.1763, rms residual 865.183 eV
Shapes with equal E_tr (z: diffuseness, w: depression, c: radius)
reference: z = 0.52 fm, w = 0.0, c = 6.60000 fm
  rms 5.46555 fm, R_k 6.98438 fm, R_k(a=0) 7.00316 fm
thin surface: z = 0.45 fm, w = 0.0, c = 6.69817 fm
  rms 5.45136 fm, R_k 6.98434 fm, R_k(a=0) 6.99818 fm
thick surface: z = 0.60 fm, w = 0.0, c = 6.46860 fm
  rms 5.48452 fm, R_k 6.98444 fm, R_k(a=0) 7.00995 fm
central depression: z = 0.52 fm, w = 0.1, c = 6.52865 fm
  rms 5.46305 fm, R_k 6.98438 fm, R_k(a=0) 7.00328 fm
Spread of rms radius: 0.033160 fm
Spread of R_k: 0.000094 fm
Spread of R_k from the a = 0 fit: 0.011770 fm
Light model: Z = 20, c = 3.6 fm, z = 0.52 fm
Light model, k at a = 0: 1.7434 (no unit)
tests ok
```
